# Hydrogen density on dihydride Si(100) and monohydride Si(111): verification in Python

```python
# Result under test: hydrogen areal density of ideal H-capped silicon surfaces.
#   Si(100), unreconstructed dihydride: 4 / a^2
#   Si(111), monohydride:               4 / (sqrt(3) a^2)
#   ratio (100)/(111):                  sqrt(3)
# a is the cubic lattice parameter. One H atom caps each severed Si-Si bond.
# The counts come from an explicit crystal whose bonds are found by distance.
# Crystal coordinates are in units of a/4, so all atoms sit on integer points.

import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.spatial import cKDTree
from scipy.spatial.distance import cdist

a_nm = physical_constants["lattice parameter of silicon"][0] * 1e9
unit_nm = a_nm / 4
si_h_nm = 0.15          # chosen round Si-H bond length
per_nm2_to_per_cm2 = 1e14

# Diamond crystal: face-centred cubic lattice with a two-atom basis.
fcc = np.array([p for p in itertools.product(range(-12, 13, 2), repeat=3)
                if sum(p) % 4 == 0])
atoms = np.vstack([fcc, fcc + 1]).astype(float)
tree = cKDTree(atoms)
nearest = tree.query([0.0, 0.0, 0.0], k=2)[0][1]
bonds = tree.query_pairs(nearest * 1.01, output_type="ndarray")

# Bulk checks: fourfold coordination and eight atoms per cubic cell.
coordination = np.bincount(bonds.ravel(), minlength=len(atoms))
interior = np.all(np.abs(atoms) <= 8, axis=1)
assert np.all(coordination[interior] == 4)
in_cell = np.all((atoms >= 0) & (atoms < 4), axis=1)
atoms_per_cell = int(in_cell.sum())
assert atoms_per_cell == 8


def cut_crystal(normal, cut, t1, t2, cells):
    """Remove atoms above the plane normal.r = cut and count severed bonds
    in a periodic patch of cells x cells surface cells.
    Returns Si density, H density (nm^-2), H per Si, H positions, H owners."""
    normal, t1, t2 = (np.array(v, float) for v in (normal, t1, t2))
    kept = atoms @ normal < cut
    severed = bonds[kept[bonds[:, 0]] != kept[bonds[:, 1]]]
    first_kept = kept[severed[:, 0]]
    owner = np.where(first_kept, severed[:, 0], severed[:, 1])
    lost = np.where(first_kept, severed[:, 1], severed[:, 0])
    frac = np.linalg.solve(np.column_stack([t1, t2, normal]),
                           atoms[owner].T).T[:, :2]
    low = -cells / 2 + 0.0137      # offset keeps atoms off the patch edge
    inside = np.all((frac >= low) & (frac < low + cells), axis=1)
    owner, lost = owner[inside], lost[inside]
    area = np.linalg.norm(np.cross(t1, t2)) * cells**2 * unit_nm**2
    n_si, n_h = len(np.unique(owner)), len(owner)
    direction = (atoms[lost] - atoms[owner]) / nearest
    h_pos = atoms[owner] * unit_nm + direction * si_h_nm
    return n_si / area, n_h / area, n_h / n_si, h_pos, owner


def mean_layer_spacing(normal):
    """Mean distance between successive atomic layers, in nm."""
    normal = np.array(normal, float)
    levels = np.unique(np.round(atoms[interior] @ normal, 6))
    mid = len(levels) // 2
    return (levels[mid + 2] - levels[mid]) / 2 \
        / np.linalg.norm(normal) * unit_nm


square = ((4, 0, 0), (0, 4, 0))
rhombus = ((2, -2, 0), (0, 2, -2))
n100, n111 = (0, 0, 1), (1, 1, 1)

# Derived formulas, in nm^-2.
si100_formula = 2 / a_nm**2
h100_formula = 4 / a_nm**2
h111_formula = 4 / (np.sqrt(3) * a_nm**2)

# Every successive (100) cut must give the same dihydride surface.
for cells in (3, 4):
    for cut in (-1.5, -0.5, 0.5, 1.5):
        si, h, per_si, _, _ = cut_crystal(n100, cut, *square, cells)
        assert np.isclose(si, si100_formula, rtol=1e-10)
        assert np.isclose(h, h100_formula, rtol=1e-10)
        assert per_si == 2

# (111): the wide gap gives a monohydride, the narrow gap a trihydride.
for cells in (3, 4):
    si, h, per_si, _, _ = cut_crystal(n111, 1.5, *rhombus, cells)
    assert np.isclose(si, h111_formula, rtol=1e-10)
    assert np.isclose(h, h111_formula, rtol=1e-10)
    assert per_si == 1
    _, h_tri, per_si_tri, _, _ = cut_crystal(n111, 3.5, *rhombus, cells)
    assert np.isclose(h_tri, 3 * h111_formula, rtol=1e-10)
    assert per_si_tri == 3

si100, h100, per100, pos100, own100 = cut_crystal(n100, 0.5, *square, 4)
si111, h111, per111, pos111, own111 = cut_crystal(n111, 1.5, *rhombus, 4)
ratio = h100 / h111
assert np.isclose(ratio, np.sqrt(3), rtol=1e-10)

# Layer density from bulk density times mean layer spacing.
bulk = atoms_per_cell / a_nm**3
gap100, gap111 = mean_layer_spacing(n100), mean_layer_spacing(n111)
assert np.isclose(gap100, a_nm / 4, rtol=1e-10)
assert np.isclose(gap111, a_nm / (2 * np.sqrt(3)), rtol=1e-10)
assert np.isclose(bulk * gap100, si100, rtol=1e-10)
assert np.isclose(bulk * gap111, si111, rtol=1e-10)

# Hydrogen-hydrogen distances measured on the constructed surfaces.
d100 = cdist(pos100, pos100)
same_si = own100[:, None] == own100[None, :]
not_self = ~np.eye(len(own100), dtype=bool)
hh_same = d100[same_si & not_self].min()
hh_neighbour = d100[~same_si].min()
d111 = cdist(pos111, pos111)
hh_111 = d111[~np.eye(len(own111), dtype=bool)].min()
hh_same_formula = 2 * si_h_nm * np.sqrt(2 / 3)
assert np.isclose(hh_same, hh_same_formula, rtol=1e-10)
assert np.isclose(hh_neighbour, a_nm / np.sqrt(2) - hh_same_formula,
                  rtol=1e-10)
assert np.isclose(hh_111, a_nm / np.sqrt(2), rtol=1e-10)
assert hh_neighbour < hh_same < hh_111

c = per_nm2_to_per_cm2
print(f"Lattice parameter a: {a_nm:.5f} nm")
print(f"Area of a x a square on (100): {a_nm**2:.5f} nm^2")
area111 = np.linalg.norm(np.cross(*rhombus)) * unit_nm**2
print(f"Area of primitive cell on (111): {area111:.5f} nm^2")
print(f"Bulk Si density: {bulk:.3f} nm^-3")
print(f"Mean layer spacing (100): {gap100:.5f} nm")
print(f"Mean layer spacing (111): {gap111:.5f} nm")
print(f"Surface Si density (100): {si100 * c:.4e} cm^-2")
print(f"Surface Si density (111): {si111 * c:.4e} cm^-2")
print(f"Ratio of Si densities (100)/(111): {si100 / si111:.4f}")
print(f"H per surface Si (100): {per100:.0f}")
print(f"H per surface Si (111), wide-gap cut: {per111:.0f}")
print(f"H per surface Si (111), narrow-gap cut: {per_si_tri:.0f}")
print(f"H density, dihydride (100): {h100 * c:.4e} cm^-2")
print(f"H density, dihydride (100): {h100:.3f} nm^-2")
print(f"H density, monohydride (111): {h111 * c:.4e} cm^-2")
print(f"H density, monohydride (111): {h111:.3f} nm^-2")
print(f"H density, trihydride (111): {h_tri * c:.4e} cm^-2")
print(f"Difference (100) - (111): {(h100 - h111) * c:.4e} cm^-2")
print(f"Ratio of H densities (100)/(111): {ratio:.4f}")
print(f"Excess of (100) over (111): {100 * (ratio - 1):.1f} percent")
print(f"Chosen Si-H bond length: {si_h_nm:.2f} nm")
print(f"H-H distance within one SiH2 on (100): {hh_same:.4f} nm")
print(f"H-H distance, neighbouring SiH2 on (100): {hh_neighbour:.4f} nm")
print(f"Nearest H-H distance on (111): {hh_111:.4f} nm")
print("success")
```

Output:

```
Lattice parameter a: 0.54310 nm
Area of a x a square on (100): 0.29496 nm^2
Area of primitive cell on (111): 0.12772 nm^2
Bulk Si density: 49.940 nm^-3
Mean layer spacing (100): 0.13578 nm
Mean layer spacing (111): 0.15678 nm
Surface Si density (100): 6.7806e+14 cm^-2
Surface Si density (111): 7.8295e+14 cm^-2
Ratio of Si densities (100)/(111): 0.8660
H per surface Si (100): 2
H per surface Si (111), wide-gap cut: 1
H per surface Si (111), narrow-gap cut: 3
H density, dihydride (100): 1.3561e+15 cm^-2
H density, dihydride (100): 13.561 nm^-2
H density, monohydride (111): 7.8295e+14 cm^-2
H density, monohydride (111): 7.830 nm^-2
H density, trihydride (111): 2.3489e+15 cm^-2
Difference (100) - (111): 5.7316e+14 cm^-2
Ratio of H densities (100)/(111): 1.7321
Excess of (100) over (111): 73.2 percent
Chosen Si-H bond length: 0.15 nm
H-H distance within one SiH2 on (100): 0.2449 nm
H-H distance, neighbouring SiH2 on (100): 0.1391 nm
Nearest H-H distance on (111): 0.3840 nm
success
```
